# Is a weak slow bond harmless? Comment on an exclusion-process argument

**The argument under review**

The manuscript considers particles on the integer line. Each jumps one site to the right at rate 1 if the target site is empty, except that the jump from site 0 to site 1 has rate \(r\). Initially every site up to 0 is full and every site beyond it is empty. With \(r=1\) the long-time current is \(1/4\). The author claims that it remains \(1/4\) when \(r\) is slightly below 1, on two grounds:

1. To first order in the slowing, the delay per particle vanishes as the number of particles grows.
2. Simulations with a weakly slowed bond show no reduction.

Both observations can be correct. The question is whether the conclusion follows from them. To answer it, I put the model in a form in which "no reduction" has a precise finite-size meaning.

Time is measured in units of the inverse normal rate, and \(J(r)\) is the number of jumps across the slow bond per unit time, in the long-time limit. In the growth picture a particle is a downward unit step of an interface and a hole an upward one. A jump turns a local minimum into a local maximum and raises it by 2, so the interface at the origin rises at speed \(2J\).

**Jump times as longest paths**

Number the particles \(i=1,2,\dots\) from the right, so that particle \(i\) starts at site \(1-i\). Its \(j\)-th jump goes from site \(j-i\) to site \(j-i+1\). Let \(L(i,j)\) be the time of that jump. Two things must happen first: particle \(i\) must have made \(j-1\) jumps, and particle \(i-1\) must have vacated the target site, which it does at its own \(j\)-th jump. From then on the waiting time is exponential, so

\[
L(i,j)=w(i,j)+\max[L(i-1,j),\,L(i,j-1)],
\]

with \(L=0\) outside the quadrant \(i,j\ge1\). The \(w\) are independent. The jump crosses the slow bond when \(j-i=0\), so \(w\) has mean \(1/r\) on the diagonal and mean 1 elsewhere.

Iterating the recursion shows that \(L(i,j)\) is the largest sum of weights along any path from \((1,1)\) to \((i,j)\) that increases one coordinate by 1 at each step. Write \(L_n=L(n,n)\), the time of the \(n\)-th crossing. Then \(J=\lim n/L_n\). Slowing the bond means making the diagonal heavier.

**The value one quarter at \(r=1\)**

Take independent variables \(I\), \(K\), \(w\), exponential with rates \(1-\rho\), \(\rho\) and 1, where \(0<\rho<1\). Define

\[
I'=w+(I-K)_+,\qquad K'=w+(K-I)_+ ,
\]

where \(x_+=\max(x,0)\). The minimum \(M=\min(I,K)\) is exponential with rate \((1-\rho)+\rho=1\) and, by lack of memory, is independent of \(I-K\). Since \(I=M+(I-K)_+\) and \(K=M+(K-I)_+\), replacing \(M\) by the equally distributed \(w\) leaves the joint law unchanged. Thus \((I',K')\) has the law of \((I,K)\). For \(\rho=0.4\), the joint Laplace transform \(E\,e^{-0.7I'-0.3K'}\) of the outputs, found by integration, and \(E\,e^{-0.7I-0.3K}\) of the inputs are both 0.2637363.

Now add a boundary row and column to the quadrant. Let \(G(0,0)=0\), give \(G\) independent increments of rate \(1-\rho\) along the horizontal axis and \(\rho\) along the vertical axis, and use the recursion above inside. If \(I\) and \(K\) are the increments on the lower and left sides of a cell, those on its upper and right sides are \(w+\max(I,K)-K=I'\) and \(w+\max(I,K)-I=K'\). Filling in one cell at a time therefore preserves the independence and the laws of the increments along the edge of the filled region. Consequently

\[
E\,G(m,n)=\frac{m}{1-\rho}+\frac{n}{\rho}.
\]

Boundary weights are nonnegative, so \(L\le G\). Let \(g(x,y)\) be the limit of \(L(nx,ny)/n\), with integer parts understood; it exists because path sums are superadditive. Choosing \(\rho=\sqrt y/(\sqrt x+\sqrt y)\), which minimizes the bound, gives

\[
g(x,y)\le(\sqrt x+\sqrt y)^2 ,\qquad E\,L_n\le 4n .
\]

For the opposite inequality set \(\rho=1/2\). The increments along the left side are independent of one another with mean 2, and so are those along the top. The two sets are not independent of each other, but the law of large numbers applies to each separately, and \(G(n,n)\) is the sum of both, so \(G(n,n)/n\to4\). An optimal path for \(G\) follows one axis for a distance \(sn\) and then enters the interior. By symmetry, either axis gives at most

\[
2s+g(1-s,1)\le 2s+\left(1+\sqrt{1-s}\right)^2
=2+s+2\sqrt{1-s}\le4-\frac{s^2}{4},
\]

where the last step uses \(\sqrt{1-s}\le1-s/2-s^2/8\). Suppose \(g(1,1)=4-\eta\) with \(\eta>0\). For \(s\le\eta/4\), monotonicity of \(g\) gives \(2s+g(1-s,1)\le4-\eta/2\). For \(s\ge\eta/4\), the display gives at most \(4-\eta^2/64\). Dividing the range of \(s\) into finitely many short intervals, and using monotonicity of both path pieces within each, makes these bounds hold simultaneously for large \(n\). Then \(G(n,n)/n\) would stay below 4, a contradiction. Hence \(g(1,1)=4\) and \(J(1)=1/4\).

**A finite-size criterion**

Cut the diagonal into blocks. A path that ends one block at \((n,n)\) can start the next at \((n+1,n+1)\) through either \((n+1,n)\) or \((n,n+1)\). Choose the heavier cell. The larger of two unit exponentials has mean \(1/2+1=3/2\): the first of the two expires at rate 2, the other then at rate 1. Define

\[
S_n(r)=E\,L_n+\tfrac32 .
\]

Joining the best path of a block of size \(m\) to that of a block of size \(n\) gives one admissible path of the combined block, not necessarily the best. Therefore \(S_{m+n}\ge S_m+S_n\). The means are bounded by a multiple of \(n\), since all weights are at most \(1/r\) times those of the homogeneous model, so that \(E\,L_n\le4n/r\). Kingman's theorem for superadditive sequences then gives

\[
\frac1{J(r)}=\sup_n\frac{S_n(r)}{n}.
\]

It follows that

\[
J(r)<\tfrac14\quad\Longleftrightarrow\quad S_n(r)>4n\ \text{ for some } n .
\]

The two directions differ in practice. One successful block proves a reduction on the infinite line. An unsuccessful block proves nothing, because a larger one may succeed.

The smallest block already gives a result. Since \(L_1=w(1,1)\),

\[
S_1=\frac1r+\frac32>4\quad\Longleftrightarrow\quad r<\frac25 .
\]

For larger blocks, \(E\,L_n\) follows from the exclusion dynamics of \(n\) particles, each stopped after \(n\) jumps. From a configuration \(c\) with permitted moves \(c\to c'\) at rates \(q_{c'}\), the mean remaining time is

\[
T(c)=\frac{1+\sum_{c'}q_{c'}T(c')}{\sum_{c'}q_{c'}} ,
\]

because the first move takes a mean time \(1/\sum q\) and selects \(c'\) with probability \(q_{c'}/\sum q\). Starting from the completed configuration, where \(T=0\), this is a finite calculation. It proves a reduction for \(r<0.432\) with \(n=4\) and for \(r<0.471\) with \(n=8\). The block \(n=2\) adds nothing to \(n=1\): each path crosses both diagonal cells and one of two others, so \(S_2=2S_1\).

**Bounds on the size of the effect**

Write a diagonal weight as \(e/r=e+(1/r-1)e\), with \(e\) a unit exponential. No path can collect more than the whole additional diagonal weight, so

\[
L_n(r)\le L_n(1)+\left(\frac1r-1\right)\sum_{i=1}^n e_i .
\]

Dividing by \(n\) and taking the limit gives \(1/J\le4+1/r-1\). Together with the one-cell block this yields, for \(0<r\le1\),

\[
\frac{r}{1+3r}\le J(r)\le\frac{r}{1+3r/2}.
\]

When \(r\to0\) both sides approach \(r\): the bond is then the bottleneck, and a particle is nearly always waiting with an empty site ahead. When \(r\to1\) the lower bound gives

\[
\frac14-J(r)\le\frac{1-r}{4(1+3r)} ,
\]

so a weak slow bond has a small effect. The manuscript needs the stronger statement that the effect is zero.

A fast bond, \(r>1\), really is harmless to the current. Lighter diagonal weights cannot lengthen \(L_n\), so \(J\ge1/4\). Conversely, a path can first move a distance \(\delta n\) away from the diagonal and then pass through a chain of squares of side less than \(\delta n\), placed parallel to the diagonal without touching it. In these squares it collects \(4(1-\delta)n\) to leading order. Since \(\delta>0\) is arbitrary, \(J=1/4\). The optimal path can avoid a light diagonal at no leading-order cost, but it can also exploit a heavy one. An argument that treats the two signs of the perturbation alike misses this difference.

**Where the first-order argument fails**

Let \(m=1/r\). For a fixed set of unit exponentials, the weight of each path is linear in \(m\), and \(L_n\) is the largest of these linear functions. Hence \(E\,L_n\) is convex in \(m\). Its slope is the mean unit-exponential weight \(W_n(m)\) that the optimal path collects on the diagonal:

\[
E\,L_n(m)=E\,L_n(1)+\int_1^m W_n(m')\,dm' .
\]

For \(n=8\) and \(m=1\), the slope from the finite chain is 5.028, while simulated optimal paths give \(5.031\pm0.019\). Here and below, the uncertainties are standard errors of simulated means.

Define the deficit \(d_n=4n-E\,L_n(1)\). By convexity \(W_n(m')\ge W_n(1)\), and therefore

\[
S_n-4n\ \ge\ (m-1)W_n(1)-d_n+\tfrac32 .
\]

The manuscript keeps the right-hand side, observes that \(W_n(1)/n\) tends to zero, and concludes that the slow bond has no effect. But the tangent lies below a convex function. It can prove that there is a reduction; it cannot prove that there is none. The limit \(n\to\infty\) has been taken at \(m=1\), whereas the current requires it at fixed \(m>1\).

The tangent is also a poor detector, for a reason that standard scaling makes plausible. In this growth class, passage times fluctuate on the scale \(n^{1/3}\) and optimal paths wander sideways by \(n^{2/3}\). A path of length of order \(n\) then meets the diagonal about \(n\times n^{-2/3}=n^{1/3}\) times. First-order gain and deficit thus grow with the same power, and the slowing that the tangent needs,

\[
m-1>\frac{d_n-3/2}{W_n(1)},
\]

should remain of order one. I use this scaling as an input and do not derive it.

Simulation gives \(d_{125}=22.3\pm0.2\) and \(W_{125}=17.0\pm0.2\), so the requirement is \(m-1>(22.3-1.5)/17.0=1.22\), or \(r<0.45\). For \(n=1000\), \(d_n=42.0\pm2.2\) and \(W_n=39.1\pm2.7\) give \(m-1>1.04\), or \(r<0.49\). The second requirement has a standard error of about 0.1, so its difference from 1.22 is less than two standard errors: an eightfold increase in size has brought no clear improvement. The effective exponents between these sizes are 0.30 for \(d_n\) and 0.40 for \(W_n\). They lie about one and two standard errors from \(1/3\), respectively, so a common value of \(1/3\) is not excluded, but two sizes do not establish it. For the deficit the asymptotic form is known from the Tracy–Widom law, \(d_n\approx4.46\,n^{1/3}\), which gives 22.3 and 44.6 at the two sizes. The sampled 42.0 is thus about one standard error low; with 44.6 the requirement at \(n=1000\) becomes \(m-1>1.10\), or \(r<0.48\).

**What the simulations show**

For \(r=0.5\), the exact small blocks are undecided: \(S_4=14.83\) is below 16, and \(S_8=31.18\) is below 32. At \(n=1000\), however, the simulated margin is

\[
S_{1000}-4000=207.5\pm7.7 .
\]

The tangent at the same size and \(m-1=1\) predicts only \(39.1-42.0+1.5=-1.4\), with a standard error of about 3.5, as a lower bound. The difference is the contribution of the rising slope, which first order discards. The corresponding upper bound on the current is

\[
J(0.5)\le\frac{1000}{4207.5}\approx0.2377,
\]

with a standard error of 0.0004. It lies 4.9% below \(1/4\). This is a statistical estimate of a bound, not a value of the current; the lower bound derived above is \(0.5/2.5=0.2\).

With \(n=1000\) held fixed, the other margins are as follows:

- For \(r=0.6\), \(62.8\pm7.3\): a reduction is seen.
- For \(r=0.7\), \(-9.1\pm5.1\): undecided.
- For \(r=0.8\), \(-28.4\pm4.0\): undecided.

The last two cases are the kind of evidence that the manuscript offers for a harmless bond. By the criterion, they are no evidence of harmlessness. At \(r=1\) the same margin is \(1.5-42.0=-40.5\), so even at \(r=0.8\) most of what the simulation measures is the finite-size deficit of the homogeneous model.

The diagonal weight is more informative. At \(r=1\) it rises from 17.0 to 39.1 between \(n=125\) and \(n=1000\), a factor of 2.3. At \(r=0.7\) it rises from 37.8 to 176.8, a factor of 4.7, with an effective exponent of 0.74 in place of 0.40. The value 176.8 is a mean over only 30 samples, with a standard error of about 14, so the factor is \(4.7\pm0.4\) and the exponent \(0.74\pm0.04\); the contrast with \(r=1\) is several times this uncertainty. The heavier diagonal draws the optimal path back to it, and increasingly so on larger scales. The value \(W_n(1)\) used in the manuscript therefore underestimates the response at \(r=0.7\), by a factor that grows between these two sizes. The printed numerical output gives the remaining values.

**What settles the weak-bond case**

The calculations above prove a reduction for \(r<0.471\) and give statistical evidence for it at \(r=0.5\) and 0.6. They do not reach \(r\) arbitrarily close to 1. That case is settled by the Basu–Sidoravicius–Sly theorem: for every \(r<1\), the current from the step start is strictly below \(1/4\). In the present language, every \(r<1\) has some block with \(S_n(r)>4n\). The proof is a long analysis over many length scales, which I do not reproduce; at this point the comment relies on the theorem.

A heuristic estimate indicates why many scales matter. Consider stretches of path of length \(\ell\), and let \(\epsilon=m-1\) be small.

1. Two competing routes over such a stretch typically differ in passage time by \(\ell^{1/3}\). A route that visits the diagonal more often gains an additional \(\epsilon\ell^{1/3}\).
2. This changes the choice of route if the two were already tied to within that amount, which has probability of order \(\epsilon\). The mean gain per stretch from switching is then of order \(\epsilon\times\epsilon\ell^{1/3}\).
3. Of the \(n/\ell\) stretches, a fraction \((\ell/n)^{2/3}\) lies close enough to the diagonal, which leaves \((n/\ell)^{1/3}\) of them.

The product is \(\epsilon^2n^{1/3}\), independent of \(\ell\). Each doubling of \(\ell\) supplies another such contribution, and there are of order \(\ln n\) doublings. The total, \(\epsilon^2n^{1/3}\ln n\), eventually exceeds a deficit of order \(n^{1/3}\), however small \(\epsilon\) is. On this estimate the block needed is exponentially large in a power of \(1/\epsilon\). The estimate ignores correlations between scales, so neither that power nor the resulting size of the current reduction should be taken from it. It does suggest why a simulation of fixed size fails to see a sufficiently weak slow bond.

**Scope and recommendation**

The theorem concerns one permanently slow bond, strictly one-way jumps, an infinite line and the long-time limit. On a growing crystal surface, atoms also detach and diffuse, and a defect may move or be buried. These processes lie outside the model, and the numbers here are not predictions for a material.

The claim that a sufficiently weak slow bond leaves the current at \(1/4\) should be withdrawn. The first-order calculation can stay if it is presented as a lower bound on the delay. The simulations can stay if they are reported as limits on what their sizes can resolve, with \(S_n-4n\) and its error stated for each \(r\). A negative margin should be called undecided.

## Calculated quantities

```
Output joint Laplace transform: 0.2637363 (dimensionless)
Input joint Laplace transform: 0.2637363 (dimensionless)
Exact block n=1: J<1/4 for r < 0.40000 (rate)
Exact block n=2: J<1/4 for r < 0.40000 (rate)
Exact block n=4: J<1/4 for r < 0.43213 (rate)
Exact block n=8: J<1/4 for r < 0.47130 (rate)
S_4 at r=0.5: 14.82801 (time)
S_8 at r=0.5: 31.18421 (time)
E[L_8], r=0.5, exclusion chain: 29.6842 (time)
E[L_8], r=0.5, path recursion: 29.7219 +- 0.0332 (time)
Slope of E[L_8] at r=1, exact chain: 5.0279 (time)
W_8 on simulated optimal paths: 5.0310 +- 0.0186 (time)
r=1, n=125: E[L_n]/n = 3.8215 (time)
r=1, n=125: d_n = 22.31 +- 0.23 (time)
r=1, n=125: W_n = 17.01 +- 0.24 (time)
n=125: tangent bound needs 1/r-1 > 1.22, r < 0.450
r=1, n=1000: E[L_n]/n = 3.9580 (time)
r=1, n=1000: d_n = 41.97 +- 2.16 (time)
r=1, n=1000: W_n = 39.09 +- 2.66 (time)
n=1000: tangent bound needs 1/r-1 > 1.04, r < 0.491
Effective growth exponent of d_n: 0.304
Effective growth exponent of W_n at r=1: 0.400
r=0.5, n=1000: S_n-4n = 207.5 +- 7.7 (time), reduction seen
r=0.5: estimated upper bound on J = 0.23767 +- 0.00043 (jumps per unit time)
r=0.5: bound lies below 1/4 by 4.93 percent
r=0.6, n=1000: S_n-4n = 62.8 +- 7.3 (time), reduction seen
r=0.7, n=1000: S_n-4n = -9.1 +- 5.1 (time), undecided
r=0.8, n=1000: S_n-4n = -28.4 +- 4.0 (time), undecided
r=0.7: W_125 = 37.84 (time)
r=0.7: W_1000 = 176.81 (time)
Effective growth exponent of W_n at r=0.7: 0.741
```
